**Surface-limited lifetime of a wafer with two equal faces**

For thickness W, surface recombination velocity S at each face and diffusion coefficient D, the slowest decay time τ_s lies between W/(2S) + W²/(12D) and W/(2S) + W²/(π²D). Its exact value in this diffusion model is W²/(4Dx²), where x tan x = SW/(2D) and 0 < x < π/2. The program asserts that the three slowest decay times agree with diagonalization of a finite-volume diffusion operator, and that the bounds hold at four values of S from 100 to 100000 cm/s. It also asserts the average-to-surface density ratio, the series behind the bounds and the lifetime under steady uniform light. A direct time integration of a pulse absorbed near one face, with bulk loss included, tests the late exponential decay and the addition of surface and bulk rates. For W = 0.03 cm, S = 100 cm/s and D = 30 cm²/s, the output gives W/(2S) = 150 microseconds and τ_s = 152.5 microseconds. At S = 100000 cm/s the simple formula gives 0.15 microseconds, whereas the exact model value is 3.16 microseconds.

## Verification by program

```python
"""Surface-limited carrier lifetime of a wafer with two equal surfaces.

Result under test: the slowest decay time tau_s of excess carriers obeys
    W/(2S) + W^2/(12D) < tau_s < W/(2S) + W^2/(pi^2 D),
and exactly tau_s = W^2/(4 D x^2), with x tan x = h = S W/(2D), 0 < x < pi/2.
W: thickness (cm), S: surface recombination velocity (cm/s),
D: diffusion coefficient (cm^2/s). Internal times are in seconds.
A uniform bulk lifetime tau_b adds its rate: 1/tau_eff = 1/tau_b + 1/tau_s.
The tests use a finite-volume model of diffusion with surface loss.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

W = 0.03
S = 100.0
D = 30.0
TAU_BULK = 1.0e-2
MICRO = 1.0e6


def loss_operator(cells, velocity):
    """Diagonal and off-diagonal of the matrix A in dn/dt = -A n."""
    dz = W / cells
    diagonal = np.full(cells, 2.0 * D / dz**2)
    # Diffusion across half a cell acts in series with surface loss.
    surface_rate = 1.0 / (1.0 / velocity + dz / (2.0 * D))
    diagonal[[0, -1]] = D / dz**2 + surface_rate / dz
    off_diagonal = np.full(cells - 1, -D / dz**2)
    return diagonal, off_diagonal


def even_root(velocity, branch=0):
    h = velocity * W / (2.0 * D)
    low = branch * np.pi
    return brentq(lambda x: x * np.sin(x) - h * np.cos(x),
                  low, low + np.pi / 2, xtol=1e-14)


def odd_root(velocity):
    h = velocity * W / (2.0 * D)
    return brentq(lambda x: x * np.cos(x) + h * np.sin(x),
                  np.pi / 2, np.pi, xtol=1e-14)


def mode_time(x):
    return W**2 / (4.0 * D * x**2)


# Decay times of the three slowest modes, against direct diagonalization.
CELLS = 400
diag, off = loss_operator(CELLS, S)
rates, modes = eigh_tridiagonal(diag, off, select="i", select_range=(0, 2))
x_slow = even_root(S)
tau_s = mode_time(x_slow)
tau_odd = mode_time(odd_root(S))
tau_even = mode_time(even_root(S, 1))
# The grid error is of order (mode phase per cell)^2.
assert abs(tau_s * rates[0] - 1) < 1e-6
assert abs(tau_odd * rates[1] - 1) < 5e-5
assert abs(tau_even * rates[2] - 1) < 1e-4

# Average-to-surface density ratio, with the surface value extrapolated.
profile = np.abs(modes[:, 0])
surface = (15 * profile[0] - 10 * profile[1] + 3 * profile[2]) / 8
ratio = np.tan(x_slow) / x_slow
assert abs(profile.mean() / surface - ratio) < 1e-5
tau_simple = W / (2 * S)
assert abs(tau_simple * profile.mean() / surface * rates[0] - 1) < 1e-5

# Bounds and exact lifetime over a wide range of surface velocity.
table = []
for velocity in (1e2, 1e3, 1e4, 1e5):
    d, o = loss_operator(CELLS, velocity)
    rate = eigh_tridiagonal(d, o, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]
    numeric = 1 / rate
    simple = W / (2 * velocity)
    lower = simple + W**2 / (12 * D)
    upper = simple + W**2 / (np.pi**2 * D)
    exact = mode_time(even_root(velocity))
    assert lower < numeric < upper
    assert abs(numeric / exact - 1) < 2e-5
    table.append((velocity, simple, lower, exact, upper))

# Expansion that makes the correction an increasing function of x.
for x in (0.2, 0.8, 1.5):
    series = 2 * mp.nsum(lambda m: 1 / (m**2 * mp.pi**2 - x**2), [1, mp.inf])
    assert abs(series - (1 - x * mp.cot(x)) / x**2) < 1e-9

# Steady uniform generation: average density divided by generation rate.
matrix = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
tau_steady = np.linalg.solve(matrix, np.ones(CELLS)).mean()
tau_lower = W / (2 * S) + W**2 / (12 * D)
tau_upper = W / (2 * S) + W**2 / (np.pi**2 * D)
assert abs(tau_steady / tau_lower - 1) < 1e-6

# Time evolution after a pulse absorbed near one face, with bulk loss.
pulse_cells = 100
d, o = loss_operator(pulse_cells, S)
evolution = -(np.diag(d) + np.diag(o, 1) + np.diag(o, -1))
evolution -= np.eye(pulse_cells) / TAU_BULK
position = (np.arange(pulse_cells) + 0.5) * W / pulse_cells
start = np.exp(-position / 1.0e-3)
t_first, t_last = 5.0e-5, 1.5e-4
solution = solve_ivp(lambda t, n: evolution @ n, (0, t_last), start,
                     method="Radau", jac=evolution, rtol=1e-8, atol=1e-11,
                     t_eval=[t_first, t_last])
assert solution.success
early, late = solution.y.sum(axis=0)
tau_pulse = (t_last - t_first) / np.log(early / late)
tau_eff = 1 / (1 / TAU_BULK + 1 / tau_s)
assert abs(tau_pulse / tau_eff - 1) < 1e-4
assert abs(solution.y[0, 0] / solution.y[-1, 0] - 1) < 1e-4

h_value = S * W / (2 * D)
print(f"thickness W = {W:.3f} cm")
print(f"surface velocity S, each face = {S:.0f} cm/s")
print(f"diffusion coefficient D = {D:.0f} cm^2/s")
print(f"h = S W/(2D) = {h_value:.4f} (no unit)")
print(f"root x of x tan x = h: {x_slow:.6f} (no unit)")
print(f"average/surface density = {ratio:.5f} (no unit)")
print(f"simple lifetime W/(2S) = {tau_simple * MICRO:.3f} microseconds")
print(f"exact lifetime tau_s = {tau_s * MICRO:.3f} microseconds")
print(f"tau_s from diagonalization = {MICRO / rates[0]:.3f} microseconds")
print(f"tau_s - W/(2S) = {(tau_s - tau_simple) * MICRO:.3f} microseconds")
print(f"relative correction = {100 * (tau_s / tau_simple - 1):.2f} percent")
print(f"W^2/(12D) = {W**2 / (12 * D) * MICRO:.3f} microseconds")
print(f"W^2/(pi^2 D) = {W**2 / (np.pi**2 * D) * MICRO:.3f} microseconds")
print(f"lower bound = {tau_lower * MICRO:.3f} microseconds")
print(f"upper bound = {tau_upper * MICRO:.3f} microseconds")
print(f"steady-light lifetime = {tau_steady * MICRO:.3f} microseconds")
print(f"odd-mode decay time = {tau_odd * MICRO:.3f} microseconds")
print(f"next even-mode decay time = {tau_even * MICRO:.3f} microseconds")
print(f"bulk lifetime in the check = {TAU_BULK * MICRO:.0f} microseconds")
print(f"tau_eff with this bulk = {tau_eff * MICRO:.2f} microseconds")
print(f"late pulse decay, same bulk = {tau_pulse * MICRO:.2f} microseconds")
print("Table: S in cm/s; all lifetimes in microseconds")
print("S | W/(2S) | lower bound | exact | upper bound")
for velocity, *times in table:
    print(f"{velocity:.0f} | " + " | ".join(f"{t * MICRO:.3f}" for t in times))
print("finished without a failed check")
```

Output:

```
thickness W = 0.030 cm
surface velocity S, each face = 100 cm/s
diffusion coefficient D = 30 cm^2/s
h = S W/(2D) = 0.0500 (no unit)
root x of x tan x = h: 0.221760 (no unit)
average/surface density = 1.01672 (no unit)
simple lifetime W/(2S) = 150.000 microseconds
exact lifetime tau_s = 152.508 microseconds
tau_s from diagonalization = 152.508 microseconds
tau_s - W/(2S) = 2.508 microseconds
relative correction = 1.67 percent
W^2/(12D) = 2.500 microseconds
W^2/(pi^2 D) = 3.040 microseconds
lower bound = 152.500 microseconds
upper bound = 153.040 microseconds
steady-light lifetime = 152.500 microseconds
odd-mode decay time = 2.922 microseconds
next even-mode decay time = 0.752 microseconds
bulk lifetime in the check = 10000 microseconds
tau_eff with this bulk = 150.22 microseconds
late pulse decay, same bulk = 150.22 microseconds
Table: S in cm/s; all lifetimes in microseconds
S | W/(2S) | lower bound | exact | upper bound
100 | 150.000 | 152.500 | 152.508 | 153.040
1000 | 15.000 | 17.500 | 17.574 | 18.040
10000 | 1.500 | 4.000 | 4.345 | 4.540
100000 | 0.150 | 2.650 | 3.162 | 3.190
finished without a failed check
```
